# Si–H bond energies in silane and trisilylsilane: the silicon backbond effect

## Problem

On hydrogen-terminated Si(111), each silicon atom of the ideal monohydride surface carries one hydrogen and has three bonds to silicon atoms below, its backbonds. Silane, SiH$_4$, has the Si–H bond but no backbonds. Trisilylsilane, (SiH$_3$)$_3$SiH, has three silicon neighbours around its single central Si–H bond.

For R = H or SiH$_3$, define the homolytic bond energy

$$
D(\mathrm{R_3Si{-}H})=E(\mathrm{R_3Si^\bullet})+E(\mathrm{H^\bullet})-E(\mathrm{R_3SiH}),
$$

where the $E$ are electronic energies with clamped nuclei. Zero-point and thermal terms are not part of $D$.

1. Compute $D$ for both molecules with one correlated method, and find the lowering $\Delta=D(\text{silane})-D(\text{trisilylsilane})$.
2. Decide whether any heavier substituent lowers $D$, and whether the unpaired electron leaves the central silicon.
3. Estimate how basis, correlation, geometry and zero-point bending change $\Delta$.
4. Judge silane as an energetic model of a monohydride site, including the case of a lattice that cannot relax.

## Solution

### The correlated method

Hartree–Fock theory supplies the orbitals, restricted for closed shells and unrestricted for radicals. Second-order Møller–Plesset theory (MP2) then adds correlation. Single excitations do not contribute, because a converged Hartree–Fock determinant does not couple to them. With occupied spin orbitals $i,j$, empty ones $a,b$ and orbital energies $\varepsilon$,

$$
E_2=\sum_{i<j}\sum_{a<b}\frac{[(ia|jb)-(ib|ja)]^2}{D_{ij}^{ab}},\qquad
D_{ij}^{ab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b .
$$

Here $(ia|jb)$ is the Coulomb integral between the real orbital products $ia$ and $jb$. It vanishes unless $i,a$ share one spin and $j,b$ share one spin.

For $i$ of spin up and $j$ of spin down, take $a$ up and $b$ down. The exchange integral $(ib|ja)$ is then zero, and each pair contributes once:

$$
E_2^{\uparrow\downarrow}=\sum_{ijab}\frac{(ia|jb)^2}{D_{ij}^{ab}} .
$$

For equal spins, unrestricted sums count each term four times, which gives a factor $1/4$. Write $x=(ia|jb)$ and $y=(ib|ja)$. Exchanging the labels $a$ and $b$ turns $y^2$ into $x^2$ and leaves the denominator unchanged, so

$$
\frac14\sum\frac{x^2+y^2-2xy}{D_{ij}^{ab}}
=\frac12\sum\frac{x(x-y)}{D_{ij}^{ab}}
$$

for each spin. The 1s, 2s and 2p electrons of silicon are left uncorrelated. A hydrogen atom has one electron and hence no correlation energy; its energy in the chosen basis is $-13.586$ eV.

The basis is def2-SVP, with density-fitted integrals. Fitting changes $D$(silane) by about 3 meV relative to unfitted integrals.

### Geometry

All Si–H lengths are 1.48 Å and all Si–Si lengths 2.35 Å. The parents are tetrahedral, with staggered silyl groups. In a radical, let $\theta$ be the angle between the direction of the lost hydrogen and each remaining bond of the central silicon. The parent value is $109.5^\circ$.

For SiH$_3$, a parabola through three energies gives a minimum at $\theta=107.6^\circ$. For Si(SiH$_3$)$_3$, energies were computed at $109.5^\circ$ and $105.5^\circ$. The second is lower by 0.029 eV and is used. A full minimization over $\theta$ could only lower this radical further, and so increase $\Delta$. A third energy at $101.5^\circ$ lies within 0.001 eV of that at $105.5^\circ$; a parabola through the three points puts the minimum near $103.6^\circ$ and adds about 0.003 eV to $\Delta$, which is not included in the values below.

### Part 1: the two bond energies

The results are

$$
D(\text{silane})=3.876\ \text{eV}\;(374.0\ \text{kJ/mol}),
$$

$$
D(\text{trisilylsilane})=3.560\ \text{eV}\;(343.5\ \text{kJ/mol}),
$$

$$
\Delta=3.876-3.560=0.316\ \text{eV}\;(30.5\ \text{kJ/mol}).
$$

The third decimal serves the subtraction; it is not the accuracy of the absolute values.

To see what $\Delta$ measures, write R for SiH$_3$ and subtract the definitions:

$$
\begin{aligned}
\Delta={}&[E(\mathrm{SiH_3^\bullet})+E(\mathrm{H^\bullet})-E(\mathrm{SiH_4})]\\
&-[E(\mathrm{R_3Si^\bullet})+E(\mathrm{H^\bullet})-E(\mathrm{R_3SiH})]\\
={}&E(\mathrm{SiH_3^\bullet})+E(\mathrm{R_3SiH})-E(\mathrm{SiH_4})-E(\mathrm{R_3Si^\bullet}).
\end{aligned}
$$

This is the energy of

$$
\mathrm{SiH_4+R_3Si^\bullet\rightarrow SiH_3^\bullet+R_3SiH}.
$$

Moving hydrogen from silane to the trisilylsilyl radical costs $\Delta$. The hydrogen-atom energy has cancelled, and the same kinds of bond stand on both sides.

That cancellation is visible in the numbers. With the radicals held at the parent angle, Hartree–Fock gives bond energies of 3.288 and 2.985 eV, while MP2 gives 3.883 and 3.589 eV. Correlation therefore adds 0.595 eV to the silane bond and 0.604 eV to the other. It is needed for each $D$, but it changes the lowering only from 0.303 to 0.294 eV.

### Part 2: what the substituent does

Replace one hydrogen of silane by a silyl or a methyl group, with Si–C 1.88 Å and C–H 1.09 Å. The parents stay tetrahedral and every radical is held at $\theta=107.6^\circ$. At MP2/def2-SVP level,

$$
\Delta_{\text{one silyl}}=0.117\ \text{eV},\qquad
\Delta_{\text{one methyl}}=-0.037\ \text{eV}.
$$

One silyl weakens the Si–H bond, whereas one methyl slightly strengthens it. Replacing hydrogen by a heavier group is therefore not enough to cause weakening.

With every radical held at $\theta=107.6^\circ$, MP2/def2-SVP gives lowerings of 0.12, 0.22 and 0.30 eV for one, two and three silyls. The effect grows with the number of silyls, but each one adds less than the one before. The 0.316 eV of Part 1 is slightly larger than the last value because the trisilylsilyl radical there takes its more favourable angle of $105.5^\circ$.

A natural guess is that the silyl groups stabilize the radical by drawing the unpaired electron away from the centre. The Mulliken spin population, which divides the spin density among atoms by their basis functions, gives 1.069 electrons on the central silicon of SiH$_3$ at $\theta=106.5^\circ$ (1.057 at $107.6^\circ$) and 1.140 on that of Si(SiH$_3$)$_3$ at $105.5^\circ$; the populations that follow refer to $106.5^\circ$ and $105.5^\circ$. Values above one are possible because other atoms can carry small opposite spin. The rise does not survive a change of partition: Löwdin's, which first makes the basis functions orthogonal, gives 1.000 and 0.955. Divided in the same way, the singly occupied natural orbital has 95% of its weight on the central silicon of SiH$_3$ and 87% on that of Si(SiH$_3$)$_3$.

The unpaired electron therefore stays mainly on the central silicon, while its orbital spreads modestly onto the silyl groups. This is compatible with some stabilization by spreading but does not prove it, since the populations depend on the basis and the partition and come from the Hartree–Fock density. The energies establish the weakening without settling its electronic origin.

### Part 3: how firm is the lowering?

**Basis.** In the larger def2-TZVP basis, $D$(silane) becomes 3.938 eV, about 0.06 eV higher. The absolute bond energy is thus not converged in def2-SVP. The one-silyl lowering, however, becomes 0.119 eV instead of 0.117 eV. Three times the unrounded change is 0.007 eV. This estimates the shift of $\Delta$ on the assumption that each silyl contributes the same change; trisilylsilane itself was not computed in the larger basis.

**Correlation.** In the 6-31G* basis, MP2 and the coupled-cluster method CCSD(T) both give a one-silyl lowering of 0.118 eV. Their difference, multiplied by three on the same assumption, is below 0.001 eV.

**Parent angle.** The parent trisilylsilane was kept tetrahedral. Let $\delta$ be a small change of its angle $\theta$. Suppose each silyl adds the same angular force coefficient $f$, with common stiffness $K_\theta$. For $n$ silyls,

$$
E(\delta)=E(0)+nf\delta+\tfrac12K_\theta\delta^2 .
$$

Setting $dE/d\delta=0$ gives $\delta=-nf/K_\theta$. Substitution gives

$$
E(0)-E_{\min}=\frac{n^2f^2}{K_\theta}-\frac{n^2f^2}{2K_\theta}
=\frac{n^2f^2}{2K_\theta}.
$$

Three silyls thus gain nine times as much as one. The gain found for disilane from a three-point parabola, multiplied by nine, is 0.002 eV. It stabilizes the parent, raises $D$(trisilylsilane), and reduces $\Delta$ by that amount.

**Zero-point bending.** Tilt the departing hydrogen by a small angle $t$ in azimuthal direction $\phi$, with the other atoms fixed. Its angle to neighbour $j$, at azimuth $\phi_j$, changes by $-t\cos(\phi-\phi_j)$ to first order. If neighbour $j$ resists this change with stiffness $k_j$, the energy is $\tfrac12Kt^2$ with

$$
K=\sum_j k_j\cos^2(\phi-\phi_j).
$$

The three neighbours are $120^\circ$ apart. For motion in the plane of the first neighbour, the squared cosines are $1,\tfrac14,\tfrac14$. Therefore

$$
K_{\text{silane}}=\tfrac32k_{\mathrm H},\quad
K_{\text{disilane}}=k_{\mathrm{Si}}+\tfrac12k_{\mathrm H},\quad
K_{\text{tri}}=\tfrac32k_{\mathrm{Si}} .
$$

Since $K_{\text{disilane}}-K_{\text{silane}}=k_{\mathrm{Si}}-k_{\mathrm H}$,

$$
K_{\text{tri}}=K_{\text{silane}}+\tfrac32
(K_{\text{disilane}}-K_{\text{silane}}).
$$

The two stiffnesses on the right come from finite differences of the MP2 energy. With hydrogen mass $m$ and bond length $r$, $\omega=\sqrt{K/(mr^2)}$. This gives bends of 755 cm$^{-1}$ in silane and an estimated 679 cm$^{-1}$ in trisilylsilane. A separate MP2/def2-SVP run, which tilted the hydrogen of trisilylsilane directly, gave 649 cm$^{-1}$. The estimate thus captures only about 70% of the drop in wavenumber. The main reason is that a silyl group also softens tilts perpendicular to its own plane, which the cosine-squared model leaves out: in disilane that stiffness is 4.45 eV/rad$^2$, against 4.63 eV/rad$^2$ in silane. Adding this softening for all three silyls gives 655 cm$^{-1}$.

Two bends have zero-point energy $2\times\tfrac12\hbar\omega=\hbar\omega$. Bond breaking removes it, so it is subtracted from $D$. The larger subtraction applies to silane, and $\Delta$ changes by $-0.009$ eV with the estimated bend, or by $-0.013$ eV with the direct one. The change in the stretching vibration and the motion of the other atoms are not included. The second omission is not small for silane, whose fixed neighbours are themselves light hydrogens. With all harmonic modes of SiH$_4$ and SiH$_3$ at Hartree–Fock/6-31G* level, bond breaking removes 0.29 eV of zero-point energy, against 0.24 eV for the local stretch and two local bends at the same level. How much of this difference of about 0.045 eV recurs in trisilylsilane, and so cancels in $\Delta$, was not computed.

With the estimated bend, the magnitudes of these four shifts sum to 0.018 eV, about 6% of $\Delta$; with the direct bend they sum to about 0.022 eV, or 7%. This is an estimate of the listed effects, not a bound on the total error; the zero-point motion left out above could shift $\Delta$ by more than this sum.

### Part 4: silane as a surface model

A crystal restrains the atoms around a broken bond. The limiting case in this model holds the radical at the parent angle:

$$
\Delta_{\text{rigid}}=3.883-3.589=0.294\ \text{eV}.
$$

The angular relaxation included here, with two trial angles for the trisilylsilyl radical, supplies only 0.022 eV of the 0.316 eV. Most of the lowering survives when that relaxation is forbidden.

To see the thermal weight of $\Delta$, compare equilibrium constants for breaking the two bonds into a radical and a hydrogen atom. If all factors other than $e^{-D/k_{\mathrm B}T}$ are taken as equal,

$$
\frac{K_{\text{trisilylsilane}}}{K_{\text{silane}}}
=\frac{e^{-D(\text{trisilylsilane})/k_{\mathrm B}T}}
{e^{-D(\text{silane})/k_{\mathrm B}T}}
=e^{\Delta/k_{\mathrm B}T}.
$$

At 800 K, roughly where monohydride silicon loses hydrogen, $k_{\mathrm B}T=0.0689$ eV. The exponent is $0.316/0.0689\approx4.6$, and the ratio is about 100. The factor tends to one when $k_{\mathrm B}T\gg\Delta$ and grows on cooling. It is not a ratio of H$_2$ desorption rates, because desorption as H$_2$ also forms an H–H bond and has its own barrier.

The same offset enters hydrogen abstraction by a radical X:

$$
\mathrm{X^\bullet+R_3SiH\rightarrow XH+R_3Si^\bullet},\qquad
\Delta E=D(\mathrm{R_3Si{-}H})-D(\mathrm{X{-}H}).
$$

Replacing trisilylsilane by silane raises $\Delta E$ by $\Delta$, whatever X is. Silane thus makes abstraction look 0.316 eV less favourable in this gas-phase model. In a difference between two abstracting radicals acting on the same silicon site, the offset cancels, and this objection to silane disappears.

For a real surface, the 2.35 Å Si–Si length is close to that of crystalline silicon, and three silicon neighbours match the ideal Si(111) monohydride site. The crystal breaks the assumption of free silyl groups. The rigid-angle limit moves $\Delta$ by 0.022 eV, but the second silicon shell, strain, reconstruction and a surrounding liquid are not computed, so their shifts remain unknown. They would have to strengthen the bond by about 0.3 eV to restore the silane value. Within the first-shell model, silane is a poor energetic substitute for a monohydride site; trisilylsilane corrects the missing backbonds but is not itself a converged surface.
